\section*{Curvature of E(N), the HOMO error and what optimal tuning removes, part 1}

(Sections cited here and not found follow in the second part.)

\section{The energy at fractional electron number}

\textbf{Q.} Optimal tuning adjusts a parameter of a hybrid functional until the HOMO eigenvalue equals minus the ionization energy, and this is said to straighten $E(N)$ between integers. One condition at an integer is to control a whole curve. By how much does the HOMO miss $-I$ when the curve is bent, and what part of the bending does tuning remove?

\textbf{A.} The curve has to be defined first. I use Rydberg atomic units ($\hbar=2m=1$, $e^2=2$, energies in Ry, lengths in bohr), fixed nuclei and real orthonormal spin orbitals $\phi_i$ with occupations $f_i$. All $f_i$ are 0 or 1 except that of one orbital $\phi$, which is $x\in[0,1]$. The spin density matrices are $\gamma_\sigma=\sum_{i\in\sigma}f_i|\phi_i\rangle\langle\phi_i|$, and a global hybrid with exact-exchange fraction $\alpha$ has the energy
\begin{equation}
\mathcal E=\sum_i f_ih_{ii}+\frac12\sum_{ij}f_if_j\big[(ii|jj)-\alpha\,\delta_{\sigma_i\sigma_j}(ij|ji)\big]+E_{\rm sl}[n_\uparrow,n_\downarrow]+E_{nn},
\label{eq:func}
\end{equation}
with $(ij|kl)=\iint\phi_i\phi_j(\mathbf r)\,\frac{2}{|\mathbf r-\mathbf r'|}\,\phi_k\phi_l(\mathbf r')$ and $E_{\rm sl}$ the semilocal part. $E(x)$ is the value of $\mathcal E$ at self-consistency, so $x=1$ is the $N$-electron system and $x=0$ the $(N-1)$-electron system. The eigenvalue of $\phi$ is $\varepsilon(x)$, and
\begin{equation}
I=E(0)-E(1),\quad \varepsilon_H=\varepsilon(1^-),\quad \varepsilon_L=\varepsilon(0^+),\quad g=\varepsilon_H+I .
\end{equation}
Here $\varepsilon_H$ is the HOMO of the $N$-electron system and $\varepsilon_L$ is the same orbital, empty, as LUMO of the ion. $I$ is the vertical energy difference of the functional itself, not a measured value. Tuning means $g=0$.

\textbf{Q.} Why not define $E(x)$ as the ensemble average $(1-x)E(0)+xE(1)$? That is straight already.

\textbf{A.} It is straight by construction and says nothing about the eigenvalue. The curve whose slope is the eigenvalue is the one defined above, with the fractional occupation inserted in $\gamma_\sigma$. The straight line is its chord, with slope $E(1)-E(0)=-I$, and piecewise linearity is the demand that curve and chord coincide.

\section{The slope is the eigenvalue}

\textbf{Q.} I know Janak's theorem for local potentials. The Fock operator is nonlocal, and the orbitals move when $x$ changes. Why should it survive?

\textbf{A.} Because $\mathcal E$ depends on orbitals and occupations through $\gamma_\sigma$ alone. Its first variation defines the generalized Kohn--Sham operator, $\delta\mathcal E=\sum_\sigma{\rm tr}(F_\sigma\,\delta\gamma_\sigma)$, where \eqref{eq:func} gives $F_\sigma=h+\hat J-\alpha\hat K_\sigma+v_{{\rm sl},\sigma}$, and self-consistency means $F_{\sigma_i}\phi_i=\varepsilon_i\phi_i$. Along a branch of solutions that is differentiable in $x$,
\begin{equation}
\sum_\sigma\frac{d\gamma_\sigma}{dx}=|\phi\rangle\langle\phi|+\sum_if_i\big(|\phi_i'\rangle\langle\phi_i|+|\phi_i\rangle\langle\phi_i'|\big),
\end{equation}
where the first term comes from the occupation and the rest from the orbitals. Taking the trace with $F$ and letting the Hermitian $F$ act on $\phi_i$,
\begin{equation}
\frac{dE}{dx}=\langle\phi|F|\phi\rangle+\sum_if_i\varepsilon_i\,2\langle\phi_i|\phi_i'\rangle
=\varepsilon(x)+\sum_if_i\varepsilon_i\frac{d}{dx}\langle\phi_i|\phi_i\rangle=\varepsilon(x),
\label{eq:janak}
\end{equation}
since every orbital stays normalized. Locality of $F$ was not used, so a range-separated exchange kernel is covered too. The argument also holds in a fixed finite basis and on a fixed grid, provided $F$ is the derivative of the discretized energy. Integrating \eqref{eq:janak} from 0 to 1,
\begin{equation}
-I=E(1)-E(0)=\int_0^1\varepsilon(x)\,dx .
\label{eq:int}
\end{equation}
Minus the ionization energy is the average eigenvalue along the path, while the HOMO is its value at the end point.

\section{Constant curvature}

\textbf{Q.} Then give me the miss for a parabola, with its sign.

\textbf{A.} Let $E''=\varepsilon'=C$ be constant. Integrating back from $x=1$ gives $\varepsilon(x)=\varepsilon_H-C(1-x)$, and \eqref{eq:int} becomes
\begin{equation}
-I=\varepsilon_H-C\int_0^1(1-x)\,dx=\varepsilon_H-\frac C2,\qquad g=\varepsilon_H+I=\frac C2 .
\label{eq:quad}
\end{equation}
A convex curve, $C>0$, puts the HOMO above $-I$ by $C/2$, and a concave one puts it below. At the other end $\varepsilon_L=\varepsilon_H-C$, so $\varepsilon_L+I=-C/2$; in the middle $\varepsilon(\tfrac12)=\varepsilon_H-C/2=-I$, which is Slater's transition state. The deviation from the chord, $\Delta E(x)=E(x)-(1-x)E(0)-xE(1)$, has second derivative $C$ and vanishes at both ends, which fixes it:
\begin{equation}
\Delta E(x)=-\tfrac12C\,x(1-x),\qquad \Delta E(\tfrac12)=-\tfrac18C .
\end{equation}
For a parabola one number governs everything, and $g=0$ forces $C=0$, a straight line, and $\varepsilon_L=\varepsilon_H=-I$.

\textbf{Q.} Is any model really quadratic, or is this an empty case?

\textbf{A.} Drop $E_{\rm sl}$ from \eqref{eq:func} and freeze the orbitals. Then $x$ enters linearly through $h$ and through the terms coupling $\phi$ to other orbitals, and quadratically through the term $i=j=\phi$ alone, which is $\tfrac12x^2(1-\alpha)J$ with $J=(\phi\phi|\phi\phi)$. So $C=(1-\alpha)J$ exactly. The slope at fixed orbitals is $\langle\phi|F|\phi\rangle$, the first term of \eqref{eq:janak}, and with that meaning of $\varepsilon_H$ one has $g=(1-\alpha)J/2$. For the Hartree--Fock $1b_1$ orbital of the water example below, $J=1.52087$ Ry. Energies and Fock matrices built from the density matrices give $g=0.76043$ Ry at $\alpha=0$, $0.45626$ Ry $=0.6\times1.52087/2$ at $\alpha=0.4$, and zero at $\alpha=1$, tested to $10^{-9}$ Ry. The last case is Koopmans' theorem: in this model tuning returns $\alpha=1$.

\section{Arbitrary curvature}

\textbf{Q.} A self-consistent curve is not a parabola. Does $C$ simply become the average curvature?

\textbf{A.} It becomes an average with a weight. Assume $\varepsilon$ is continuous on $[0,1]$ and differentiable inside, with $E''=\varepsilon'$ integrable. Integrate \eqref{eq:int} by parts, once with $x$ and once with $x-1$ as the antiderivative of 1:
\begin{align}
-I&=\big[x\varepsilon\big]_0^1-\int_0^1x\,\varepsilon'dx=\varepsilon_H-\int_0^1xE''dx,\\
-I&=\big[(x-1)\varepsilon\big]_0^1-\int_0^1(x-1)\,\varepsilon'dx=\varepsilon_L+\int_0^1(1-x)E''dx .
\end{align}
Therefore
\begin{equation}
g=\int_0^1xE''dx,\qquad -(\varepsilon_L+I)=\int_0^1(1-x)E''dx,
\label{eq:gen}
\end{equation}
and the sum of the two is the plain average
\begin{equation}
\bar C=\int_0^1E''dx=\varepsilon_H-\varepsilon_L .
\end{equation}
The quantity $2g$ is the mean of $E''$ with the normalized weight $2x$, which favours the $N$-electron end. Subtracting half of $\bar C$,
\begin{equation}
g-\frac{\bar C}2=\int_0^1\big(x-\tfrac12\big)E''dx=I+\frac{\varepsilon_H+\varepsilon_L}2 .
\label{eq:diff}
\end{equation}
The sentence ``tuning removes the average curvature'' is true for the $x$-weighted average. It is true for $\bar C$ if and only if the integral in \eqref{eq:diff} vanishes, as it does for constant $E''$ and for any $E''$ symmetric about $x=\tfrac12$. One consequence needs no model: the weight $x$ is positive, so a continuous $E''$ with $g=0$ either vanishes on the interval or changes sign in it.

\textbf{Q.} Show me a curve with $g=0$ that is still bent on average.

\textbf{A.} Take a cubic $E$, with $u=x-\tfrac12$ and $E''=\bar C+Du$, where $D=E'''$; the mean of $u$ is zero, so the constant is indeed $\bar C$. With $\int_{-1/2}^{1/2}u^2du=\tfrac1{12}$, Eq.~\eqref{eq:diff} gives
\begin{equation}
g=\frac{\bar C}2+\frac D{12}.
\label{eq:cubic}
\end{equation}
The eigenvalue is $\varepsilon=\varepsilon(\tfrac12)+\bar Cu+\tfrac12Du^2$. Adding its values at $u=\pm\tfrac12$ gives $\varepsilon_H+\varepsilon_L=2\varepsilon(\tfrac12)+D/4$, and averaging it over $u$ gives $-I=\varepsilon(\tfrac12)+D/24$:
\begin{equation}
D=4\big[\varepsilon_L-2\varepsilon(\tfrac12)+\varepsilon_H\big],\qquad \varepsilon(\tfrac12)+I=-\frac D{24}.
\label{eq:D}
\end{equation}
For the deviation, the function with second derivative $Du$ that vanishes at $u=\pm\tfrac12$ is $D(u^3/6-u/24)=Du(4u^2-1)/24$. Since $4u^2-1=-4x(1-x)$ and $u=(2x-1)/2$, this is $-Dx(1-x)(2x-1)/12$, and
\begin{equation}
\Delta E=-x(1-x)\Big[\frac{\bar C}2+\frac{D(2x-1)}{12}\Big].
\label{eq:devc}
\end{equation}
Tuning sets $\bar C=-D/6$. The bracket becomes $D(2x-2)/12=-D(1-x)/6$, so
\begin{equation}
\Delta E_{\rm tuned}=\tfrac16D\,x(1-x)^2 .
\end{equation}
The curve touches the chord tangentially at $x=1$, which is the geometric content of $g=0$, and for $D\neq0$ it lies off the chord at every $0<x<1$. The derivative is proportional to $(1-x)(1-3x)$, so the extremum is at $x=\tfrac13$ with value $\tfrac16D\cdot\tfrac13\cdot\tfrac49=2D/81$. The curvature $D(u-\tfrac16)$ changes sign at $x=\tfrac23$, and the LUMO of the ion misses by $\varepsilon_L+I=g-\bar C=D/6$.

\section{Where the curvature comes from}

\textbf{Q.} Why should a root of $g(\alpha)$ exist below $\alpha=1$, when your frozen model gave $\alpha=1$?

\textbf{A.} That model lacks the semilocal term and relaxation. At frozen orbitals the density of the spin $\sigma$ of $\phi$ is linear in $x$ with slope $\phi^2$, so the semilocal term adds its second functional derivative $f_{\rm sl}=\delta^2E_{\rm sl}/\delta n_\sigma\delta n_\sigma$:
\begin{equation}
C_{\rm fr}=(1-\alpha)J+k,\qquad k=\iint\phi^2(\mathbf r)f_{\rm sl}(\mathbf r,\mathbf r')\phi^2(\mathbf r').
\label{eq:fr}
\end{equation}
For relaxation, let $\theta$ be the vector of independent orbital rotation angles and $H=\mathcal E_{\theta\theta}$ the Hessian. Stationarity, $\mathcal E_\theta(x,\theta(x))=0$, gives $E'=\mathcal E_x$. Differentiating the stationarity condition gives $\mathcal E_{\theta x}+H\theta'=0$, hence $\theta'=-H^{-1}\mathcal E_{\theta x}$ and
\begin{equation}
E''=\mathcal E_{xx}+\mathcal E_{x\theta}\cdot\theta'=C_{\rm fr}-\mathcal E_{x\theta}\cdot H^{-1}\mathcal E_{\theta x}.
\label{eq:rel}
\end{equation}
If the branch is a nondegenerate minimum among the allowed rotations, $H$ is positive definite and $E''\le C_{\rm fr}$: relaxation lowers the curvature or leaves it unchanged. Hartree--Fock has $\alpha=1$ and $k=0$, so $C_{\rm fr}=0$, $E''\le0$ and, by \eqref{eq:gen}, $g\le0$ on such a branch. When the relaxation term is not zero, a straight curve needs a positive frozen curvature to offset it, and $(1-\alpha)J$ with $\alpha<1$ can supply it. For a hybrid that keeps semilocal correlation, I have no proof of the signs of $g$ at $\alpha=0$ and $\alpha=1$. They are computed; if they differ and $g(\alpha)$ is continuous, a root lies between.

The HOMO misses $-I$ by the $x$-weighted integral of the curvature, so tuning removes that weighted average but not, in general, the plain average $\bar C$ or the bending itself. It remains to compute the signs of $g$ at $\alpha=0$ and $\alpha=1$ for water, to test these relations there, and to see where the argument fails.
